\section*{The Quantized Field in a Periodic Box and Its Vacuum Fluctuations}

\section{From Maxwell's equations to one vector field}

\textbf{Q.} An oscillator is a mass on a spring. An empty box contains neither, so I do not see what there is to quantize.

\textbf{A.} What matters is the equation of motion, not the mass. Take a cubic box of edge $L$ and volume $V=L^3$, without charges or currents, and require all fields to be periodic with period $L$ along each edge. Write the fields through potentials,
\begin{equation}
\mathbf E=-\nabla\phi-\frac{\partial\mathbf A}{\partial t},\qquad \mathbf B=\nabla\times\mathbf A,
\end{equation}
and choose the Coulomb gauge, $\nabla\cdot\mathbf A=0$. Gauss's law $\nabla\cdot\mathbf E=0$ then becomes $\nabla^2\phi=0$. A periodic solution is a constant, which has no effect on $\mathbf E$, so we set $\phi=0$. The remaining equation, $\nabla\times\mathbf B=c^{-2}\,\partial\mathbf E/\partial t$, gives
\begin{equation}
\frac{\partial^2\mathbf A}{\partial t^2}=-c^2\,\nabla\times(\nabla\times\mathbf A)=c^2\nabla^2\mathbf A .
\label{wave}
\end{equation}
The last step uses $\nabla\times(\nabla\times\mathbf A)=\nabla(\nabla\cdot\mathbf A)-\nabla^2\mathbf A$ and the gauge condition. For a field pattern with $\nabla^2\mathbf A=-k^2\mathbf A$, this reads $\ddot{\mathbf A}=-c^2k^2\mathbf A$. That is the equation of an oscillator of angular frequency $\omega=ck$.

\textbf{Q.} For one pattern, yes. Why should a general field split into such patterns?

\textbf{A.} A periodic field has a Fourier series with wavevectors
\begin{equation}
\mathbf k=\frac{2\pi}{L}(n_x,n_y,n_z),\qquad n_x,n_y,n_z\ \text{integers}.
\end{equation}
Since $\mathbf A$ is real, the coefficients of $\mathbf k$ and $-\mathbf k$ are complex conjugates. Together they contribute
\begin{equation}
\mathbf C e^{i\mathbf k\cdot\mathbf r}+\mathbf C^*e^{-i\mathbf k\cdot\mathbf r}
=2\,\mathrm{Re}\,\mathbf C\,\cos(\mathbf k\cdot\mathbf r)-2\,\mathrm{Im}\,\mathbf C\,\sin(\mathbf k\cdot\mathbf r).
\end{equation}
The gauge condition demands $\mathbf k\cdot\mathbf C=0$, so both real vectors lie in the plane perpendicular to $\mathbf k$. Two real orthogonal unit vectors $\mathbf e_1,\mathbf e_2$ span that plane; they are the linear polarizations. Each pair $\pm\mathbf k$ thus carries four real amplitudes: two polarizations, each with a cosine and a sine.

To count each pair once, keep the wavevector whose first nonzero component is positive. For each polarization $\mathbf e$ define
\begin{equation}
\mathbf u_c=\sqrt{\frac2V}\,\mathbf e\cos(\mathbf k\cdot\mathbf r),\qquad
\mathbf u_s=\sqrt{\frac2V}\,\mathbf e\sin(\mathbf k\cdot\mathbf r).
\label{modes}
\end{equation}

\textbf{Q.} Where does the factor $\sqrt{2/V}$ come from, and are these functions orthogonal?

\textbf{A.} The integral of $\cos(\mathbf K\cdot\mathbf r)$ or $\sin(\mathbf K\cdot\mathbf r)$ over the box vanishes for every allowed $\mathbf K\neq0$, because whole periods are integrated. Products of two modes reduce to such terms, for example
\begin{equation}
\cos(\mathbf k\cdot\mathbf r)\cos(\mathbf k'\cdot\mathbf r)=\tfrac12\cos[(\mathbf k-\mathbf k')\cdot\mathbf r]+\tfrac12\cos[(\mathbf k+\mathbf k')\cdot\mathbf r].
\end{equation}
With one wavevector per pair, $\mathbf k+\mathbf k'$ is never zero, so a contribution requires $\mathbf k=\mathbf k'$, and it equals $V/2$. The product of two sines has a minus sign before the second term and gives the same result. A sine times a cosine is a sum of sines and integrates to zero. Different polarizations of one $\mathbf k$ are orthogonal as vectors. The prefactor $2/V$ cancels $V/2$, and with $j$ labelling wavevector, polarization and cosine or sine,
\begin{equation}
\int\mathbf u_j\cdot\mathbf u_l\,d^3r=\delta_{jl}.
\label{ortho}
\end{equation}

\textbf{Q.} You have passed over $\mathbf k=0$.

\textbf{A.} A uniform $\mathbf A_0(t)$ has no curl, and \eqref{wave} gives $\ddot{\mathbf A}_0=0$. This is the motion of a free particle, with no restoring force and no oscillator ground state. I leave it out, and the statements below concern the nonuniform part of the field.

\section{The oscillators}

\textbf{Q.} An equation of motion does not tell me which momentum belongs to which coordinate. If I rescale the amplitude, the equation is unchanged, but a commutator would change.

\textbf{A.} That is why a Lagrangian is needed, with its overall factor fixed by the energy. Take
\begin{equation}
\mathcal L=\frac{\varepsilon_0}{2}\int\left[\dot{\mathbf A}^2-c^2(\nabla\times\mathbf A)^2\right]d^3r .
\label{lag}
\end{equation}
To see that it yields \eqref{wave}, vary $\mathbf A$ by a transverse periodic $\delta\mathbf A$. The identity
\begin{equation}
\nabla\cdot[\delta\mathbf A\times(\nabla\times\mathbf A)]=(\nabla\times\mathbf A)\cdot(\nabla\times\delta\mathbf A)-\delta\mathbf A\cdot\nabla\times(\nabla\times\mathbf A)
\end{equation}
has a left side that integrates to zero, since the surface terms on opposite faces cancel. Hence
\begin{equation}
\int(\nabla\times\mathbf A)\cdot(\nabla\times\delta\mathbf A)\,d^3r=\int\delta\mathbf A\cdot\nabla\times(\nabla\times\mathbf A)\,d^3r .
\label{parts}
\end{equation}
After an integration by parts in time as well, the variation of the action is
\begin{equation}
-\varepsilon_0\int dt\int\delta\mathbf A\cdot\left[\ddot{\mathbf A}+c^2\nabla\times(\nabla\times\mathbf A)\right]d^3r .
\end{equation}
The variation must vanish for every transverse $\delta\mathbf A$. Since the bracket is itself transverse, it must then be zero, which is \eqref{wave}.

Now expand the field as
\begin{equation}
\mathbf A(\mathbf r,t)=\frac{1}{\sqrt{\varepsilon_0}}\sum_j q_j(t)\,\mathbf u_j(\mathbf r).
\label{expand}
\end{equation}
By \eqref{ortho}, $\varepsilon_0\int\dot{\mathbf A}^2d^3r=\sum_j\dot q_j^2$. For the curl term, use \eqref{parts} with modes in place of $\mathbf A$ and $\delta\mathbf A$, together with $\nabla\times(\nabla\times\mathbf u_l)=-\nabla^2\mathbf u_l=k_l^2\mathbf u_l$:
\begin{equation}
\varepsilon_0c^2\int(\nabla\times\mathbf A)^2d^3r=\sum_{jl}q_jq_l\,c^2k_l^2\int\mathbf u_j\cdot\mathbf u_l\,d^3r=\sum_j\omega_j^2q_j^2 .
\end{equation}
Therefore
\begin{equation}
\mathcal L=\sum_j\tfrac12\left(\dot q_j^2-\omega_j^2q_j^2\right),\qquad p_j=\frac{\partial\mathcal L}{\partial\dot q_j}=\dot q_j ,
\end{equation}
and the Hamiltonian $\sum_jp_j\dot q_j-\mathcal L$ is
\begin{equation}
H=\sum_j\tfrac12\left(p_j^2+\omega_j^2q_j^2\right)=\frac{\varepsilon_0}{2}\int\left(\mathbf E^2+c^2\mathbf B^2\right)d^3r .
\label{ham}
\end{equation}
The right side is the electromagnetic energy. Another overall factor in \eqref{lag} would leave the wave equation intact but give the wrong energy, so the momentum that belongs to each coordinate is fixed. You may still rescale the amplitude, but $sq_j$ then has the momentum $p_j/s$, and their commutator is the same.

\textbf{Q.} Which part of the oscillator is the electric field?

\textbf{A.} The momentum. From $\mathbf E=-\dot{\mathbf A}$ and $\dot q_j=p_j$,
\begin{equation}
\mathbf E(\mathbf r)=-\frac{1}{\sqrt{\varepsilon_0}}\sum_jp_j\,\mathbf u_j(\mathbf r).
\label{Ep}
\end{equation}
The terms $p_j^2/2$ make up the electric energy and the terms $\omega_j^2q_j^2/2$ the magnetic energy. The numerical check confirms both identifications by direct integration of random transverse fields.

\section{Quantization}

\textbf{Q.} So far everything is classical. What is the quantum assumption?

\textbf{A.} Canonical quantization, applied to each independent oscillator:
\begin{equation}
[q_j,p_l]=i\hbar\,\delta_{jl},\qquad [q_j,q_l]=[p_j,p_l]=0 .
\end{equation}
It is a postulate, as it is for a particle. For one oscillator, dropping the index, define
\begin{equation}
a=\frac{\omega q+ip}{\sqrt{2\hbar\omega}},\qquad a^\dagger=\frac{\omega q-ip}{\sqrt{2\hbar\omega}} .
\label{adef}
\end{equation}
Their commutator is
\begin{equation}
[a,a^\dagger]=\frac{-i\omega[q,p]+i\omega[p,q]}{2\hbar\omega}=\frac{\hbar\omega+\hbar\omega}{2\hbar\omega}=1 ,
\end{equation}
and their product, with the order of $q$ and $p$ kept, is
\begin{equation}
a^\dagger a=\frac{\omega^2q^2+p^2+i\omega[q,p]}{2\hbar\omega}=\frac{\omega^2q^2+p^2}{2\hbar\omega}-\frac12 .
\end{equation}
Solving for the energy and summing over oscillators,
\begin{equation}
H=\sum_j\hbar\omega_j\left(a_j^\dagger a_j+\tfrac12\right).
\label{Hsum}
\end{equation}
The eigenvalues of $a^\dagger a$ are $n=0,1,2,\dots$ for this reason. The mean value $\langle a^\dagger a\rangle$ is the squared norm of $a|\psi\rangle$, so it cannot be negative. The commutator gives $[a^\dagger a,a]=-a$, so $a$ lowers an eigenvalue by one. Repeated lowering must therefore end at a state with $a|0\rangle=0$, whose eigenvalue is zero, so every eigenvalue is a non-negative integer. Likewise $[a^\dagger a,a^\dagger]=a^\dagger$, so $a^\dagger$ raises an eigenvalue by one, and $a^\dagger|n\rangle$ has squared norm $\langle n|aa^\dagger|n\rangle=n+1\neq0$, so every such integer occurs. The number $n$ counts photons in the mode, and the vacuum has $n=0$ in every mode.

\section{Travelling waves}

\textbf{Q.} Your modes are standing waves. I think of a photon as going somewhere.

\textbf{A.} A cosine and a sine of the same $\mathbf k$ and $\mathbf e$ have equal frequency, so they may be combined. Subtracting the two definitions in \eqref{adef} gives $a-a^\dagger=2ip/\sqrt{2\hbar\omega}$, or
\begin{equation}
p=-i\sqrt{\frac{\hbar\omega}{2}}\,(a-a^\dagger).
\label{pa}
\end{equation}
Put this into \eqref{Ep} for the pair, writing $\theta=\mathbf k\cdot\mathbf r$. The two minus signs cancel:
\begin{equation}
\mathbf E_{\rm pair}=i\,\mathbf e\sqrt{\frac{\hbar\omega}{2\varepsilon_0}}\sqrt{\frac2V}\left[(a_c-a_c^\dagger)\cos\theta+(a_s-a_s^\dagger)\sin\theta\right].
\label{pair}
\end{equation}
With $\cos\theta=\tfrac12(e^{i\theta}+e^{-i\theta})$ and $\sin\theta=-\tfrac i2(e^{i\theta}-e^{-i\theta})$,
\begin{align}
a_c\cos\theta+a_s\sin\theta&=\tfrac12(a_c-ia_s)e^{i\theta}+\tfrac12(a_c+ia_s)e^{-i\theta}\nonumber\\
&=\frac{1}{\sqrt2}\left(a_{\mathbf k}e^{i\theta}+a_{-\mathbf k}e^{-i\theta}\right),\qquad
a_{\pm\mathbf k}=\frac{a_c\mp ia_s}{\sqrt2}.
\label{travel}
\end{align}

\textbf{Q.} Why put $\sqrt2$ in the definition? You could move any factor you like from the operator into the field strength.

\textbf{A.} The commutator decides. Since $a_c$ and $a_s^\dagger$ commute,
\begin{align}
[a_{\mathbf k},a_{\mathbf k}^\dagger]&=\tfrac12\left([a_c,a_c^\dagger]+(-i)(i)[a_s,a_s^\dagger]\right)=\tfrac12(1+1)=1,\\
[a_{\mathbf k},a_{-\mathbf k}^\dagger]&=\tfrac12\left([a_c,a_c^\dagger]+(-i)(-i)[a_s,a_s^\dagger]\right)=\tfrac12(1-1)=0 .
\end{align}
These are two independent oscillators with the standard normalization; a factor of another magnitude would spoil the first line. Only a constant phase remains free, and we choose it as in \eqref{travel}. This holds because $a_{\pm\mathbf k}$ are built from the lowering operators $a_c$ and $a_s$ alone. The mixtures $\cosh r\,a_{\pm\mathbf k}+\sinh r\,a_{\mp\mathbf k}^\dagger$ have the same commutators and would express the same field with a prefactor changed by $e^r$, but they do not annihilate the vacuum. The photon numbers also add up correctly:
\begin{equation}
a_{\pm\mathbf k}^\dagger a_{\pm\mathbf k}=\tfrac12\left(a_c^\dagger a_c+a_s^\dagger a_s\mp ia_c^\dagger a_s\pm ia_s^\dagger a_c\right),
\end{equation}
so the cross terms cancel in the sum over both signs. The Hamiltonian keeps the form \eqref{Hsum}, now with one oscillator for every nonzero $\mathbf k$ and each polarization $\lambda$. The vacuum is the same state, because $a_c$ and $a_s$ both annihilate it, and hence so do $a_{\pm\mathbf k}$.

The numerical factors in \eqref{pair} and \eqref{travel} combine into
\begin{equation}
\mathcal E_k=\sqrt{\frac{\hbar\omega_k}{2\varepsilon_0}}\,\sqrt{\frac2V}\,\frac1{\sqrt2}=\sqrt{\frac{\hbar\omega_k}{2\varepsilon_0V}} ,
\label{amp}
\end{equation}
and the field is
\begin{equation}
\mathbf E(\mathbf r)=\sum_{\mathbf k\ne0,\lambda}i\,\mathcal E_k\,\mathbf e_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}-a_{\mathbf k\lambda}^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),
\label{field}
\end{equation}
with the same polarization vectors for $\mathbf k$ and $-\mathbf k$. As for going somewhere, the Heisenberg equation $\dot a=(i/\hbar)[H,a]=-i\omega a$ gives $a(t)=a(0)e^{-i\omega t}$. The phase is then $\mathbf k\cdot\mathbf r-\omega t$, which moves along $+\mathbf k$.

\section{The field in the vacuum}

\textbf{Q.} So far $\mathcal E_k$ is a coefficient in front of operators. The vacuum has no photons. Why should it have a field of that size?

\textbf{A.} Take the component of one travelling mode along its polarization,
\begin{equation}
E=i\mathcal E\left(ae^{i\theta}-a^\dagger e^{-i\theta}\right).
\end{equation}
In a state of definite photon number its mean vanishes, since $a$ and $a^\dagger$ change that number. Its square is
\begin{equation}
E^2=\mathcal E^2\left(aa^\dagger+a^\dagger a-a^2e^{2i\theta}-a^{\dagger2}e^{-2i\theta}\right).
\end{equation}
The last two terms change the photon number by two and drop out of the mean. With $aa^\dagger=a^\dagger a+1$,
\begin{equation}
\langle n|E^2|n\rangle=(2n+1)\,\mathcal E^2,\qquad
\sqrt{\langle0|E^2|0\rangle}=\mathcal E=\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}} .
\label{rms}
\end{equation}
The coefficient is therefore the root-mean-square (rms) vacuum field of the mode, the same at every point of the box. It comes from the term $aa^\dagger$, which creates a photon and removes it again.

\textbf{Q.} Then is a small wave running through the empty box?

\textbf{A.} No. The vacuum is a stationary state: the mean field is zero at all times and $\langle E^2\rangle$ does not change. What \eqref{rms} gives is the spread of results if the field of this mode were measured on many identically prepared vacua. Separating this mode from its partner $-\mathbf k$ needs the magnetic field as well: for $\mathbf k$ along $x$ and $\mathbf e$ along $y$, the field of the mode $+\mathbf k$ is $\tfrac12(E_y+cB_z)$ of the pair.

For the same reason, $\mathcal E$ is not the peak of a wave. A classical travelling wave of peak $E_0$ has mean electric energy density $\varepsilon_0E_0^2/4$ and an equal magnetic one. Giving it the energy $\hbar\omega/2$ requires $\varepsilon_0E_0^2V/2=\hbar\omega/2$, so $E_0=\sqrt{\hbar\omega/(\varepsilon_0V)}=\sqrt2\,\mathcal E$. The factor $\sqrt2$ is the usual ratio of peak to rms.

\textbf{Q.} Does your value fit the zero-point energy?

\textbf{A.} The electric energy of the mode in the vacuum is
\begin{equation}
\frac{\varepsilon_0}{2}V\mathcal E^2=\frac{\varepsilon_0V}{2}\,\frac{\hbar\omega}{2\varepsilon_0V}=\frac{\hbar\omega}{4},
\end{equation}
half of $\hbar\omega/2$. The other half is magnetic. For the part of the field varying as $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$, Faraday's law $\nabla\times\mathbf E=-\partial\mathbf B/\partial t$ gives $i\mathbf k\times\mathbf E=i\omega\mathbf B$, and the conjugate part obeys the same relation. For one travelling mode $c\mathbf B=\hat{\mathbf k}\times\mathbf E$, so $c^2\mathbf B^2=\mathbf E^2$ and the magnetic energy is also $\hbar\omega/4$.

\textbf{Q.} Suppose I had stayed with the standing waves. Would I find the same field?

\textbf{A.} Not point by point. From \eqref{pa}, $\langle0|p^2|0\rangle=(\hbar\omega/2)\langle0|aa^\dagger|0\rangle=\hbar\omega/2$, so \eqref{Ep} gives for the cosine mode
\begin{equation}
\langle E_c^2\rangle=\frac{1}{\varepsilon_0}\,\frac2V\cos^2\theta\;\frac{\hbar\omega}{2}=2\mathcal E^2\cos^2\theta .
\label{standing}
\end{equation}
The rms field is $\sqrt2\,\mathcal E$ at an antinode and zero at a node. Since $\cos^2\theta$ averages to $1/2$, the box average of the square is $\mathcal E^2$. The sine mode adds $2\mathcal E^2\sin^2\theta$, and the pair has $2\mathcal E^2$ everywhere, as do the two travelling modes together.

\section{Numbers for a definite box}

\textbf{Q.} How large is this field?

\textbf{A.} Take a model box of edge $L=10\,000$ bohr ($529.2$ nm) and a mode of the lowest nonzero frequency, with $\mathbf k$ along $x$. In Hartree atomic units $\hbar=1$, $\varepsilon_0=1/(4\pi)=0.07958$ and $c=137.036$. Then
\begin{align}
k&=\frac{2\pi}{10^4}=6.2832\times10^{-4}\ \text{bohr}^{-1},\\
\hbar\omega&=137.036\times6.2832\times10^{-4}=0.08610\ \text{hartree},\\
\mathcal E^2&=\frac{0.08610}{2\times0.07958\times10^{12}}=5.410\times10^{-13}\ \text{a.u.},\\
\mathcal E&=7.355\times10^{-7}\ \text{a.u.}
\end{align}
The photon energy is $2.343$ eV, in the visible range, and the field is $3.782\times10^5$ V/m. The electric energy of the mode is $0.02153$ hartree, a quarter of $\hbar\omega$. With one photon present the rms field is larger by a factor $\sqrt3$ and rises to $1.274\times10^{-6}$ a.u.

For the standing cosine mode, the rms field is $1.040\times10^{-6}$ a.u. at $x=0$. At $x=L/8$ the phase is $\pi/4$ and $\cos^2\theta=1/2$, so \eqref{standing} returns the travelling-wave value, $7.355\times10^{-7}$ a.u.

The numerical check also obtains $\mathcal E$ without \eqref{amp}. It diagonalizes the oscillator on a grid, builds the field of the cosine--sine pair from the momentum matrices, and isolates one travelling mode.

\textbf{Q.} But the answer depends on a box that you invented. What happens if I choose another?

\textbf{A.} Halve the edge and keep the lowest mode. The frequency doubles and the volume falls by eight, so $\mathcal E^2$ grows by $16$ and $\mathcal E$ by $4$, to $2.942\times10^{-6}$ a.u. At fixed frequency the dependence is $V^{-1/2}$.

In free space the box is a device for counting, and the field of a single mode has no meaning apart from it. What survives for large $V$ is the sum over the modes in a frequency interval. There are $V\,4\pi k^2dk/(2\pi)^3$ wavevectors in a shell, each with two polarizations. With $k=\omega/c$, their contribution to $\langle\mathbf E^2\rangle$ is
\begin{equation}
2\,\frac{V\,4\pi\omega^2d\omega}{(2\pi)^3c^3}\,\frac{\hbar\omega}{2\varepsilon_0V}=\frac{\hbar\omega^3}{2\pi^2\varepsilon_0c^3}\,d\omega ,
\end{equation}
and the volume has cancelled. Integrated over all frequencies this diverges, so the total squared field at a mathematical point is not finite in this theory. The result \eqref{rms} is a statement about one mode.

\textbf{Q.} And in a real cavity, where the volume is not my choice?

\textbf{A.} Then the modes are set by the walls. For an empty, lossless cavity whose perfectly conducting walls form one connected conductor, the tangential part of $\mathbf A$ vanishes there. (An isolated inner conductor adds a static field pattern with no restoring force, which must be left out as $\mathbf k=0$ was.) The surface term behind \eqref{parts} is again zero, and the same steps give, for a real mode $\mathbf u$ with $\int\mathbf u^2d^3r=1$,
\begin{equation}
\langle\mathbf E^2(\mathbf r)\rangle=\frac{\hbar\omega}{2\varepsilon_0}\,\mathbf u^2(\mathbf r).
\end{equation}
The factor $1/V$ has become the local weight of the mode, and at a node of $\mathbf u$ the electric field of this mode vanishes, although its magnetic field, proportional to $\nabla\times\mathbf u$, in general does not. The derivation does not cover losses, nor a dielectric filling, which changes the mode energy used in \eqref{ham}. Nor does it cover matter coupled so strongly that the joint ground state differs appreciably from the vacuum of these oscillators.

\section*{Computed results}
\begin{verbatim}
CLASSICAL FIELD TEST
Wavevector pairs +k,-k in the test band: 13
Real transverse modes in the test band: 52
Electric energy, oscillator sum / quadrature: 1.0000000000
Magnetic energy, oscillator sum / quadrature: 1.0000000000
WORKED EXAMPLE, LOWEST MODE ALONG x
Speed of light c: 137.035999 a.u.
Vacuum permittivity eps0: 0.0795775 a.u.
Box edge L: 10000.0 bohr = 529.177 nm
Box volume V: 1.000e+12 bohr^3
Wavevector k: 6.283185e-04 bohr^-1
Photon energy hbar*omega: 0.0861023 hartree = 2.3430 eV
Ground level from diagonalization: 0.0430511 hartree
Vacuum <p^2> of one oscillator: 0.0430511 a.u.
Vacuum rms field, formula: 7.355246e-07 a.u.
Vacuum rms field, filtered matrices: 7.355246e-07 a.u.
Vacuum rms field, SI evaluation: 3.78222e+05 V/m
Vacuum mean-square field: 5.409964e-13 a.u.
Vacuum electric energy of the mode: 0.0215256 hartree
One-photon rms field: 1.273966e-06 a.u.
One-photon / vacuum rms field: 1.732051
STANDING COSINE MODE, VACUUM
rms field at x = 0: 1.040189e-06 a.u.
rms field at x = L/8: 7.355246e-07 a.u.
Root of box-averaged square: 7.355246e-07 a.u.
BOX EDGE HALVED, LOWEST MODE
Photon energy: 0.1722045 hartree
Vacuum rms field: 2.942098e-06 a.u.
Field ratio to the original box: 4.000000
\end{verbatim}
